**Quantized charge pumping in the Rice-Mele chain**

A slow closed loop of the hopping alternation \(\delta\) and the site energy \(\Delta\) that winds \(w\) times counterclockwise about \((0,0)\) carries \(w\) electrons toward \(+x\) per filled spin channel. The mean hopping is \(t\), the period is \(a\), and the band energies are \(\pm E\). The program asserts that the derived velocity formula agrees with a sum over numerical eigenstates, and that the curl of the path integrand is a total derivative in the wave number. For six loops it asserts that the integrated current and the shift of the charge centre on a 41-cell ring both equal the winding number. It also solves the time-dependent Schrödinger equation and asserts that the slowest drive carries one electron to within \(10^{-3}\). The output shows 1.045 electrons for a period of 100 a.u. and 0.99992 for 2000 a.u. The remaining shortfall of about \(10^{-4}\) at long periods does not fall with the drive speed, and its size is consistent with the error of the fixed time step.

## Verification by program

```python
"""Charge pumping in the Rice-Mele chain.

Result under test: when (delta, Delta) moves slowly round a closed loop that
winds w times counterclockwise about (0, 0), a full lower band carries w
electrons per spin channel toward +x.

Symbols (Hartree atomic units, hbar = e = 1):
  a       lattice period; site A at 0, site B at a/2
  t       mean hopping; -(t+delta) inside a cell, -(t-delta) between cells
  Delta   site energy, +Delta on A and -Delta on B
  E       positive band energy; the bands are -E and +E
  theta   angle that parametrizes the loop
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

t, a = 0.1, 5.0
delta0, Delta0 = 0.02, 0.04
TAU = 2 * np.pi
STEP = 1e-30  # complex-step differentiation has no cancellation error


def main_loop(theta):
    return delta0 * np.cos(theta), Delta0 * np.sin(theta)


def band_energy(k, delta, Delta):
    c, s = np.cos(k * a / 2), np.sin(k * a / 2)
    return np.sqrt(Delta**2 + 4 * t**2 * c**2 + 4 * delta**2 * s**2)


def adiabatic_velocity(k, delta, Delta, ddelta, dDelta):
    """Derived formula for the velocity caused by the parameter change."""
    s2 = np.sin(k * a / 2)**2
    return (a * t * (delta * dDelta - Delta * ddelta * s2)
            / band_energy(k, delta, Delta)**3)


def hopping_element(k, delta):
    """Matrix element <A|H|B>, built from the two hoppings."""
    return -((t + delta) * np.exp(0.5j * k * a)
             + (t - delta) * np.exp(-0.5j * k * a))


def velocity_element(k, delta):
    """k derivative of <A|H|B>."""
    return -0.5j * a * ((t + delta) * np.exp(0.5j * k * a)
                        - (t - delta) * np.exp(-0.5j * k * a))


def two_by_two(diagonal, off):
    return np.array([[diagonal, off], [np.conj(off), -diagonal]])


def zone(count):
    return (-np.pi + (np.arange(count) + 0.5) * TAU / count) / a


def loop_derivative(path, theta):
    shifted = path(theta + 1j * STEP)
    return np.imag(shifted[0]) / STEP, np.imag(shifted[1]) / STEP


# Velocity formula against a sum over numerically found eigenstates.
rng = np.random.default_rng(4)
for _ in range(30):
    k = rng.uniform(-np.pi, np.pi) / a
    delta, Delta = rng.uniform(0.01, 0.08, 2) * rng.choice([-1, 1], 2)
    ddelta, dDelta = rng.normal(size=2)
    energies, states = np.linalg.eigh(
        two_by_two(Delta, hopping_element(k, delta)))
    lower, upper = states[:, 0], states[:, 1]
    gap_here = energies[1] - energies[0]
    drive = two_by_two(dDelta, -2j * ddelta * np.sin(k * a / 2))
    speed = two_by_two(0.0, velocity_element(k, delta))
    admixture = -1j * (upper.conj() @ drive @ lower) / gap_here**2
    from_states = 2 * np.real(admixture * (lower.conj() @ speed @ upper))
    formula = adiabatic_velocity(k, delta, Delta, ddelta, dDelta)
    assert abs(from_states - formula) < 1e-8 * (1 + abs(formula))

    # The curl of the integrand is a total k derivative.
    h = 1j * STEP
    s2 = np.sin(k * a / 2)**2
    curl = (np.imag((delta + h) / band_energy(k, delta + h, Delta)**3)
            + np.imag((Delta + h) * s2
                      / band_energy(k, delta, Delta + h)**3)) / STEP
    kh = k + h
    total = np.imag(np.cos(kh * a / 2) * np.sin(kh * a / 2)
                    / band_energy(kh, delta, Delta)**3) / STEP * 2 / a
    scale = 1 / band_energy(k, delta, Delta)**3
    assert abs(curl - total) < 1e-9 * scale


def angular_rate(theta, path, count=400):
    """Electrons carried per unit of theta by the full band."""
    delta, Delta = path(theta)
    ddelta, dDelta = loop_derivative(path, theta)
    return np.mean(adiabatic_velocity(zone(count), delta, Delta,
                                      ddelta, dDelta)) / a


# A very small loop must carry 1/(2 pi) electrons per radian at every angle.
def small_loop(theta):
    radius = 0.01 * t
    return radius * np.cos(theta) / 2, radius * np.sin(theta)


small_rates = [TAU * angular_rate(x, small_loop, 8000)
               for x in (0.0, 0.7, np.pi / 2)]
assert np.allclose(small_rates, 1, atol=1e-3)


def charge_by_k(path, k_count=400, theta_count=600):
    """Electrons carried in one loop, resolved by wave number."""
    theta = np.arange(theta_count) * TAU / theta_count
    delta, Delta = path(theta)
    ddelta, dDelta = loop_derivative(path, theta)
    v = adiabatic_velocity(zone(k_count)[:, None], delta, Delta,
                           ddelta, dDelta)
    return v.mean(axis=1) * TAU / a


def ring_hamiltonian(delta, Delta, cells):
    H = np.diag(np.tile([Delta, -Delta], cells)).astype(float)
    for n in range(cells):
        A, B, next_A = 2 * n, 2 * n + 1, (2 * n + 2) % (2 * cells)
        H[A, B] = H[B, A] = -(t + delta)
        H[B, next_A] = H[next_A, B] = -(t - delta)
    return H


def ring_centres(path, cells=41, steps=120):
    """Centre of charge per cell, in units of a, followed round the loop.

    An odd number of cells leaves no extra sign in the determinant.
    """
    twist = np.exp(1j * TAU * np.arange(2 * cells) / 2 / cells)
    phases = []
    for theta in np.linspace(0, TAU, steps + 1):
        _, orbitals = np.linalg.eigh(ring_hamiltonian(*path(theta), cells))
        filled = orbitals[:, :cells]
        overlap = filled.T @ (twist[:, None] * filled)
        phases.append(np.angle(np.linalg.det(overlap)))
    return np.unwrap(phases) / TAU


# Band formula against the spectrum of a real-space ring.
ring_k = TAU * np.arange(41) / 41 / a
ring_E = band_energy(ring_k, 0.013, 0.027)
assert np.allclose(np.linalg.eigvalsh(ring_hamiltonian(0.013, 0.027, 41)),
                   np.sort(np.concatenate([-ring_E, ring_E])), atol=1e-12)

loops = {
    "ellipse": main_loop,
    "ellipse reversed": lambda x: main_loop(-x),
    "ellipse twice": lambda x: main_loop(2 * x),
    "shifted, origin outside": lambda x: (0.05 + 0.02 * np.cos(x),
                                          0.04 * np.sin(x)),
    "lopsided, origin inside": lambda x: (
        0.01 + 0.03 * np.cos(x) + 0.005 * np.cos(3 * x),
        0.05 * np.sin(x) + 0.01 * np.sin(2 * x)),
    "large, delta beyond t": lambda x: (0.15 * np.cos(x), 0.1 * np.sin(x)),
}
loop_results = {}
for name, path in loops.items():
    fine = np.linspace(0, TAU, 2001)
    delta, Delta = path(fine)
    angle = np.unwrap(np.arctan2(Delta, delta))
    winding = (angle[-1] - angle[0]) / TAU
    carried = charge_by_k(path).mean()
    centres = ring_centres(path)
    displacement = centres[-1] - centres[0]
    assert abs(carried - winding) < 1e-7
    assert abs(displacement - winding) < 1e-7
    loop_results[name] = (winding, carried, displacement)

# Symmetry fixes the centre of charge at each quarter of the main loop.
quarter_centres = ring_centres(main_loop)[::30]
assert np.allclose(quarter_centres, 0.25 * np.arange(1, 6), atol=1e-7)
first_quarter = quad(lambda x: angular_rate(x, main_loop), 0, np.pi / 2)[0]
assert abs(first_quarter - (quarter_centres[1] - quarter_centres[0])) < 1e-7

# A half-filled band occupies only the inner half of the zone.
resolved = charge_by_k(main_loop, k_count=2000)
inner = np.abs(zone(2000) * a) < np.pi / 2
half_filled = resolved[inner].sum() / resolved.size
assert 0.01 < half_filled < 0.49

# Smallest gap on the loop, found by search over k and theta.
search_k = np.linspace(-np.pi, np.pi, 801)[:, None] / a
gap = 2 * band_energy(search_k, *main_loop(np.linspace(0, TAU, 801))).min()
assert abs(gap - 2 * Delta0) < 1e-10


def real_time_pump(period, time_step=0.25, k_count=400):
    """Schrodinger evolution of the full band; no adiabatic formula enters.

    The drive starts and stops smoothly. Returned: electrons carried,
    excited electrons per cell at the end, particle current at half period.
    """
    k = zone(k_count)
    steps = int(round(period / time_step))

    def angle_at(time):
        x = time / period
        return TAU * x - np.sin(TAU * x)

    delta, Delta = main_loop(0.0)
    start = np.array([two_by_two(Delta, hopping_element(q, delta))
                      for q in k])
    _, states = np.linalg.eigh(start)
    psi_A, psi_B = states[:, 0, 0], states[:, 1, 0]
    right, left = np.exp(0.5j * k * a), np.exp(-0.5j * k * a)

    def current(time):
        d, _ = main_loop(angle_at(time))
        v = -0.5j * a * ((t + d) * right - (t - d) * left)
        return np.mean(2 * np.real(psi_A.conj() * v * psi_B)) / a

    currents = [current(0.0)]
    for n in range(steps):
        d, D = main_loop(angle_at((n + 0.5) * time_step))
        off = -((t + d) * right + (t - d) * left)
        E = np.sqrt(D**2 + np.abs(off)**2)
        cosine = np.cos(E * time_step)
        sine = -1j * np.sin(E * time_step) / E
        psi_A, psi_B = (cosine * psi_A + sine * (D * psi_A + off * psi_B),
                        cosine * psi_B
                        + sine * (off.conj() * psi_A - D * psi_B))
        currents.append(current((n + 1) * time_step))
    currents = np.array(currents)
    carried = time_step * (currents.sum()
                           - 0.5 * (currents[0] + currents[-1]))
    upper = states[:, :, 1].conj()
    excited = np.mean(np.abs(upper[:, 0] * psi_A + upper[:, 1] * psi_B)**2)
    return carried, excited, currents[steps // 2]


periods = (100, 250, 500, 1000, 2000)
dynamics = {T: real_time_pump(T) for T in periods}
slow, fast = dynamics[2000], dynamics[100]
assert abs(slow[0] - 1) < 1e-3
assert abs(fast[0] - 1) > 10 * abs(slow[0] - 1)
assert fast[1] > 100 * slow[1]
# The smooth drive moves at twice its mean angular speed at half period.
peak_formula = 2 * TAU / 2000 * angular_rate(np.pi, main_loop)
# Corrections are of relative order (angular speed / gap)^2, below one percent.
assert abs(slow[2] / peak_formula - 1) < 0.02

unit = constants.physical_constants
hartree_eV = unit["Hartree energy in eV"][0]
time_fs = unit["atomic unit of time"][0] * 1e15
current_uA = unit["atomic unit of current"][0] * 1e6
kT = unit["Boltzmann constant in eV/K"][0] * 300 / hartree_eV
thermal = 1 / (np.exp(gap / 2 / kT) + 1)
assert thermal < 1e-10

print(f"mean hopping t = {t} hartree; period a = {a} bohr")
print(f"loop half-axes: delta {delta0} hartree, Delta {Delta0} hartree")
print(f"smallest gap on loop = {gap:.4f} hartree = {gap*hartree_eV:.3f} eV")
print("small loop, 2 pi dN/dtheta at theta = 0, 0.7, pi/2 (no unit):")
print("  " + ", ".join(f"{x:.6f}" for x in small_rates))
print("centre of charge at theta = 0, pi/2, pi, 3pi/2, 2pi (units of a):")
print("  " + ", ".join(f"{x:.4f}" for x in quarter_centres))
print(f"electrons carried in first quarter of loop = {first_quarter:.6f}")
print("loop: winding; electrons by current formula; ring shift / a")
for name, (w, q, shift) in loop_results.items():
    print(f"  {name}: {w:+.3f}; {q:+.6f}; {shift:+.6f}")
charge = -loop_results["ellipse"][1]
print(f"charge toward +x, one spin channel = {charge:.6f} e"
      f" = {charge*constants.e:.4e} C")
print(f"charge toward +x, two spin channels = {2*charge:.6f} e")
print(f"half-filled band, one spin channel: {half_filled:.4f} electrons")
print("real-time drive: period (a.u.); electrons carried; excited per cell")
for T, (q, excited, _) in dynamics.items():
    print(f"  {T}; {q:.6f}; {excited:.2e}")
print(f"error of carried number at period 2000 a.u. = {slow[0]-1:.1e}")
print(f"period 2000 a.u. = {2000*time_fs:.2f} fs")
print(f"mean current magnitude, one spin = {slow[0]/2000:.4e} a.u."
      f" = {slow[0]/2000*current_uA:.3f} microampere")
print(f"half-period particle current, real time = {slow[2]:.4e} a.u."
      f" = {slow[2]*current_uA:.3f} microampere")
print(f"half-period particle current, formula = {peak_formula:.4e} a.u.")
print(f"thermal energy at 300 K = {kT:.3e} hartree")
print(f"largest upper-band occupation at 300 K = {thermal:.1e}")
print("tests ok")
```

It prints:

```
mean hopping t = 0.1 hartree; period a = 5.0 bohr
loop half-axes: delta 0.02 hartree, Delta 0.04 hartree
smallest gap on loop = 0.0800 hartree = 2.177 eV
small loop, 2 pi dN/dtheta at theta = 0, 0.7, pi/2 (no unit):
  1.000077, 1.000013, 0.999923
centre of charge at theta = 0, pi/2, pi, 3pi/2, 2pi (units of a):
  0.2500, 0.5000, 0.7500, 1.0000, 1.2500
electrons carried in first quarter of loop = 0.250000
loop: winding; electrons by current formula; ring shift / a
  ellipse: +1.000; +1.000000; +1.000000
  ellipse reversed: -1.000; -1.000000; -1.000000
  ellipse twice: +2.000; +2.000000; +2.000000
  shifted, origin outside: -0.000; -0.000000; -0.000000
  lopsided, origin inside: +1.000; +1.000000; +1.000000
  large, delta beyond t: +1.000; +1.000000; +1.000000
charge toward +x, one spin channel = -1.000000 e = -1.6022e-19 C
charge toward +x, two spin channels = -2.000000 e
half-filled band, one spin channel: 0.0271 electrons
real-time drive: period (a.u.); electrons carried; excited per cell
  100; 1.044859; 3.71e-02
  250; 0.999887; 6.79e-05
  500; 0.999910; 6.67e-07
  1000; 0.999908; 6.17e-09
  2000; 0.999916; 1.37e-10
error of carried number at period 2000 a.u. = -8.4e-05
period 2000 a.u. = 48.38 fs
mean current magnitude, one spin = 4.9996e-04 a.u. = 3.312 microampere
half-period particle current, real time = 1.0511e-03 a.u. = 6.962 microampere
half-period particle current, formula = 1.0505e-03 a.u.
thermal energy at 300 K = 9.500e-04 hartree
largest upper-band occupation at 300 K = 5.2e-19
tests ok
```
